Saha balance of tin ions: chemical potentials, bound states and spin

Q: You want to predict how much Sn11+ stands beside Sn10+ in a laser-driven tin plasma. Ionization is a matter of collisions and photons. How can chemical potentials settle it without a single cross section?

A: They can if the plasma is in local thermodynamic equilibrium, which I assume now and examine later. Consider a volume V at temperature T in which the reaction

A_z ⇌ A_{z+1} + e

can run both ways. Here z is the ion charge. If dξ ions of charge z ionize, the particle numbers change by

dN_z = −dξ, dN_{z+1} = +dξ, dN_e = +dξ.

At fixed T and V the free energy F is a minimum in equilibrium. With μ = ∂F/∂N for each species,

dF = (−μ_z + μ_{z+1} + μ_e) dξ = 0.

Since dξ may have either sign, the bracket must vanish:

μ_z = μ_{z+1} + μ_e.

Rates decide how quickly this state is reached, and whether it is reached at all. They do not enter the balance itself.

Q: That is one equation between three unknown functions. What is μ for a gas of free electrons, and where does spin come in?

A: I use atomic units in the algebra, so ħ, the electron mass and the elementary charge are 1, and kT is an energy. Take the gases as ideal and dilute. If one particle has the state sum q, then N identical particles have the state sum q^N/N!. With Stirling's formula, ln N! ≈ N ln N − N,

F = −kT ln(q^N/N!) = −kT (N ln q − N ln N + N),
μ = ∂F/∂N = −kT ln(q/N).

For a free electron q runs over plane waves in a box of side L, with wave-vector components spaced by 2π/L, and over two spin directions. In a large box each component gives

Σ exp(−k²/2kT) ≈ (L/2π) ∫ exp(−k²/2kT) dk = (L/2π) √(2πkT) = L/λ,

where

λ = √(2π/kT)

is the thermal wavelength. Three components and two spins give q_e = 2V/λ³. With n_e = N_e/V,

μ_e = kT ln(n_e λ³/2).

The zero of energy is an electron at rest far from any ion.

Q: An ion is not a point. It has many bound states, and its electrons have spin too. Do you put in another factor of 2 for them?

A: No. Let E_z be the energy of a chosen reference state of the ion, and ε_i the energy of state i above it. Every bound quantum state is counted once, with its orbital and spin labels:

U_z = Σ_i exp(−ε_i/kT).

The spin of bound electrons is therefore already in U_z. The ion also moves as a whole, with thermal wavelength Λ, so

q_z = (V/Λ³) U_z exp(−E_z/kT),
μ_z = E_z + kT ln(n_z Λ³/U_z).

Successive ions differ in mass by one electron. For tin this changes Λ³ by less than one part in 10⁵, and I neglect it.

Q: Then put the pieces together, and show me where each sign goes.

A: Insert the three chemical potentials:

E_z + kT ln(n_z Λ³/U_z) = E_{z+1} + kT ln(n_{z+1} Λ³/U_{z+1}) + kT ln(n_e λ³/2).

Define the ionization energy I_z = E_{z+1} − E_z, which is positive. Cancel Λ³, collect the logarithms on one side and divide by kT:

ln[(n_{z+1} n_e/n_z) (U_z/U_{z+1}) (λ³/2)] = −I_z/kT.

Exponentiating gives the Saha equation:

n_{z+1} n_e/n_z = (2/λ³) (U_{z+1}/U_z) exp(−I_z/kT).

The 2 is in the numerator because a freed electron has two spin states available. The exponential is the energy cost. The factor 2/(n_e λ³) is the number of free-electron states available per free electron, and it favours ionization in a dilute plasma.

Q: You used Stirling's formula and a minimum of F. Can the same law be had without chemical potentials?

A: Yes, by counting. In a closed box with two charge states, the statistical weight of a composition is

W = q_z^{N_z} q_{z+1}^{N_{z+1}} q_e^{N_e} / (N_z! N_{z+1}! N_e!).

Ionize one ion. The ratio of the new weight to the old one is

W′/W = (q_{z+1} q_e/q_z) N_z / [(N_{z+1}+1)(N_e+1)].

Multiply out and sum over all compositions. The left side becomes the average of N_{z+1}N_e, because the shifted composition contains exactly those numbers:

⟨N_{z+1} N_e⟩ = (q_{z+1} q_e/q_z) ⟨N_z⟩.

In a large system the average of the product approaches the product of the averages, and the Saha equation follows. For 120 ions distributed over Sn10+, Sn11+ and Sn12+, an explicit sum over all compositions gave ratios of mean numbers that differ from the two Saha ratios by −0.02% and −0.09%. These differences come from the correlated fluctuations of the particle numbers.

Q: Your "reference state" looks arbitrary. Could I change the answer by choosing another?

A: Not if U and I are changed together. Raise E_z by δ. Every ε_i falls by δ, so U_z is multiplied by exp(δ/kT), while exp(−E_z/kT) is multiplied by exp(−δ/kT). Their product stays the same. An error appears when I refers to one pair of reference states and U to another.

Q: Show me numbers. What plasma, and where do the ion energies come from?

A: I take kT = 25 eV, or 2.9×10⁵ K, and n_e = 10²⁰ cm⁻³. These are rough typical values for tin driven by a 1064 nm laser to emit at 13.5 nm. The density is about a tenth of the critical density for that laser.

The ion energies are computed by configuration-average Hartree–Fock with a scalar-relativistic potential replacing 28 core electrons. The reference energy is the mean over all states of the ground configuration. U includes every distribution of the remaining electrons over 4s, 4p, 4d and 4f whose mean energy lies below the ionization threshold, with orbitals kept from the ground configuration. Correlation beyond this average, spin–orbit splitting, mixing of configurations and shells with n ≥ 5 are left out.

For Sn10+, with ground configuration 4d⁴, I = 206.9 eV. A second Gaussian basis changes this by 0.02 eV, which measures the basis error and not the error of Hartree–Fock or of the core potential. At 25 eV the thermal wavelength is 1.384 Å, and

2/(n_e λ³) = 7546,
U_11/U_10 = 248.7/415.9 = 0.598,
exp(−206.87/25) = 2.549×10⁻⁴.

Their product is

n_11/n_10 = 7546 × 0.598 × 2.549×10⁻⁴ = 1.15.

Q: The ionization energy is eight times kT, yet more than half of these two ions are in the higher stage. Is that not suspicious?

A: It is the weight of the free-electron states. Set the ratio equal to 1 and solve for the energy:

I* = kT ln[2U_{z+1}/(n_e λ³ U_z)].

With the numbers above, I* = 25 ln(7546 × 0.598) ≈ 210 eV. At this density, balance occurs near 8.4 kT and not near kT. For fixed T and fixed U, a tenfold lower electron density would multiply the ratio by ten and raise I* by 25 ln 10 ≈ 58 eV.

Linking all stages from Sn5+ to Sn15+ by their successive ratios, and normalizing the sum to one, gives 9% Sn9+, 36% Sn10+, 41% Sn11+ and 13% Sn12+. The mean charge is 10.6. Sn14+ has the closed 4p⁶ shell, so its next electron must come from 4p instead of 4d. The calculated ionization energy rises from about 283 eV for Sn13+ to about 383 eV for Sn14+.

Q: Why does U reach 416 for Sn10+? Four electrons in a d shell have only 210 states.

A: Ten spin-orbitals hold four electrons in 10!/(4!6!) = 210 ways. The rest is thermal excitation. Moving one 4p electron to 4d costs 74.4 eV on average and leads to 6 × 252 = 1512 states. Moving one 4d electron to 4f costs 79.4 eV and leads to 120 × 14 = 1680 states. The small set of f functions leaves the second energy too high: a converged radial basis gives 78.2 eV, 1.2 eV lower, which raises its contribution by about 5%. It also raises U_10 to about 422 and U_11 to about 252, while n_11/n_10 (1.147) and the mean charge hardly move. The two contributions are

1512 exp(−74.42/25) ≈ 77,
1680 exp(−79.43/25) ≈ 70.

Together with the 210 ground-configuration states this makes 357. The other included configurations supply the remaining 59. A small Boltzmann factor can be offset by a large number of states. Letting the orbitals relax in these two excited configurations lowers their energies by no more than about 0.05 eV.

Q: A configuration is not one level. You have replaced a whole set of terms by its mean energy.

A: Let a configuration have g states with mean energy ε̄ and deviations d_i. Expand the exponential for |d_i| ≪ kT:

Σ exp[−(ε̄+d_i)/kT] ≈ exp(−ε̄/kT) Σ [1 − d_i/kT + d_i²/(2(kT)²)].

The linear term vanishes because the deviations sum to zero. With σ² = Σd_i²/g,

Σ exp(−ε_i/kT) ≈ g exp(−ε̄/kT) [1 + σ²/(2(kT)²)].

Diagonalizing the electron repulsion within 4d⁴ and 4d³ gives σ = 3.62 eV and 3.10 eV. The corrections are 1.05% for Sn10+ and 0.77% for Sn11+, so with these configurations alone the ratio should fall by about 0.3%. The averages give 1.099 and the sum over all levels gives 1.096, as expected.

Excited configurations can spread more widely. For 4p⁵4d⁵ in Sn10+, σ is about 10 eV, and the same formula raises its sum by about 8%. The full U, which uses mean energies throughout, is therefore less accurate than the ground-configuration test suggests.

Q: Would it not be simpler to use the degeneracy of each ground term?

A: That fails here. The ground terms have 25 states for Sn10+ and 28 for Sn11+, and the energy between them is 208.9 eV. Keeping nothing else gives

7546 × (28/25) × exp(−208.87/25) = 1.99.

This is 1.8 times the level-resolved 1.096. Ground terms suffice when kT is small compared with the spacing to the next term but still large compared with the fine-structure splitting of the ground term. Here kT is about seven times the rms spread σ of the 4d⁴ energies, so the higher terms are well populated.

Q: How sensitive is the result to the temperature?

A: Hold n_e and the list of bound states fixed. Since λ⁻³ is proportional to T^{3/2}, its logarithmic slope is 3/2. The exponential contributes I_z/kT. For the bound-state sum,

d ln U/d ln T = (1/U) Σ (ε_i/kT) exp(−ε_i/kT) = Ē/kT,

where Ē is the mean excitation energy. Therefore

d ln(n_{z+1}/n_z)/d ln T = 3/2 + (I_z + Ē_{z+1} − Ē_z)/kT.

For Sn11+/Sn10+ this is 10.0. A 1% rise in temperature raises the ratio by about 10%, so an uncertain temperature quickly outweighs fine detail in U.

Q: Electrons are fermions. You treated them as a classical gas.

A: Let ζ = exp(μ_e/kT). With Fermi occupation, expanded for small ζ,

1/[exp(k²/2kT)/ζ + 1] ≈ ζ exp(−k²/2kT) − ζ² exp(−k²/kT).

The second Gaussian has the form of the first at half the temperature, so its integral over three dimensions is smaller by 2^{3/2}. Hence

x ≡ n_e λ³/2 = ζ − ζ²/2^{3/2},
ζ ≈ x + x²/2^{3/2}.

Equality of chemical potentials makes the ion ratio proportional to 1/ζ. Relative to the classical 1/x it acquires the factor

1 − x/2^{3/2}.

Here the change is −5×10⁻⁵. Degeneracy is negligible here. At n_e λ³ = 1, where x = 1/2, this first-order formula would give a change of about −18%, and the full Fermi integral gives −16%.

Q: There is a worse problem. An isolated ion has infinitely many Rydberg states. Is U not infinite?

A: It is. A hydrogenic shell n outside an ion core of charge z+1 has 2n² states per core state. Its energy approaches I_z as n grows, so

Σ 2n² exp(−I_z/kT) ≈ (2/3) n_max³ exp(−I_z/kT),

which has no limit. In a plasma, neighbouring charges remove the weakly bound states. If they lower the ionization threshold by ΔI, a simple cut-off keeps shells with

(z+1)²/(2n²) > ΔI.

Using the ion-sphere lowering derived below, the last shell is n = 13 for Sn10+ and n = 14 for Sn11+. Hydrogenic shells from n = 5 upward, built on the ground configuration of the core, then add 29% to U_10 and 10% to U_11. Their effect on the density ratio is a factor 1.10/1.29 ≈ 0.85. These additions count only the ground configuration of the core. Thermally excited cores carry Rydberg states too. Counting all of them multiplies the additions by U_11/120 ≈ 2.1 and U_12/45 ≈ 2.4, to about 61% and 23%, and the factor becomes 1.23/1.61 ≈ 0.77. With hydrogenic energies and mean core energies, however, all of these extra states in Sn10+, and nearly nine tenths of their Boltzmann weight in Sn11+, lie above the first ionization threshold, where they can autoionize and where U as defined above stops.

The hydrogenic energies are themselves a rough approximation, because 5s, 5p and 5d electrons penetrate the core. A Hartree–Fock estimate with a frozen core gives them binding energies of about 146, 129 and 105 eV in Sn10+, against 66 eV for the hydrogenic shell. With cores in the ground configuration only, correcting the n = 5 shell in this way raises the additions to about 45% and 17%, and the factor is 0.81. The stronger binding also brings many n = 5 states on excited cores below the threshold. Including those gives about 59% and 26%, and a factor of 0.79.

A sharp cut-off, on the other hand, counts every surviving state in full. The Planck–Larkin sum replaces exp(x) by exp(x) − 1 − x for a state bound by x kT, so that weakly bound states fade out. For hydrogenic shells with all excited cores included, it gives additions of about 24% and 10% and a factor of 0.89. The size of the Rydberg correction therefore depends on how the plasma is assumed to remove these states.

Q: So the plasma changes the ionization energy as well. How do you get ΔI?

A: Add a Coulomb part F_ex to the free energy. The equilibrium condition then contains its change per ionization, which I call −ΔI, and I_z is replaced by I_z − ΔI.

For weak coupling, linearized screening gives a charge q the potential q exp(−κr)/r. Near r = 0 this is q/r − qκ, so the surrounding cloud contributes −qκ. With S = Σz²N_z + N_e and κ² = 4πS/(V kT), the interaction energy is −κS/2. Scale all charges by s from 0 to 1. The energy scales as s³, and the charging work is

F_ex = ∫₀¹ (2/s)(−κS s³/2) ds = −κS/3.

Because κ varies as S^{1/2}, dF_ex/dS = −κ/2. One ionization changes S by (z+1)² − z² + 1 = 2(z+1). Thus

ΔI = (z+1)κ = (z+1)/λ_D,

with λ_D = 1/κ the Debye length.

Q: Is the coupling weak in your plasma?

A: No. λ_D is 10.9 Å, while the radius of the mean volume per ion is 29.4 Å. The ratio of ion repulsion at that radius to kT is 2.2. The Debye value of 14.6 eV for Sn10+ is outside its regime.

The opposite picture puts each ion in a neutral sphere of uniform electrons with radius R. The attraction is −(3/2)z²/R and the electron repulsion is (3/5)z²/R, so the sum is −0.9z²/R. Neutrality requires R³ = 3z/(4πn_e). With b = (4πn_e/3)^{1/3},

F_ex = −0.9 b Σ N_z z^{5/3}.

Ionization changes the ion's charge and also N_e, on which b depends through ∂b/∂N_e = b/(3N_e). Using N_e = z̄ ΣN_z, where bars and angle brackets denote averages over ions,

ΔI = 0.9 b [(z+1)^{5/3} − z^{5/3} + ⟨z^{5/3}⟩/(3z̄)].

This gives 9.3 eV. At fixed n_e and T, the ratio rises by a factor 1.45 in the ion-sphere model and 1.79 in the Debye model. With bound states up to n = 4 only, the mean charge moves from 10.6 to 10.9 or 11.1. Hydrogenic Rydberg states lower it by about 0.1 to 0.2 with the sharp ion-sphere cut-off (0.07 to 0.13 with the Debye cut-off), and by less than 0.1 with the Planck–Larkin sum. The two results are limiting models, not bounds: a coupling of 2.2 is too strong for Debye screening and too weak for the ion sphere. An estimate that takes the ion correlations from the hypernetted-chain equation and adds linear electron screening gives a lowering of about 8.5 eV, below both, and a factor of about 1.4.

Q: And equilibrium itself? The source is useful because it radiates.

A: Compare radiative decay with collisional de-excitation for a transition of energy ΔE and absorption oscillator strength f. I use an approximate excitation cross section with an effective Gaunt factor ḡ:

σ = (2π²/√3) f ḡ/(E ΔE), for E > ΔE.

Multiply by the speed √(2E) and average over the Maxwell distribution (2/√π)(kT)^{−3/2} √E exp(−E/kT). The powers of E cancel, and the remaining integral from ΔE upward is kT exp(−ΔE/kT):

C_up = (2π²/√3)(f ḡ/ΔE) (2√2/√π)(kT)^{−1/2} exp(−ΔE/kT).

Detailed balance gives C_down = (g_l/g_u) exp(ΔE/kT) C_up, with g_l and g_u the lower and upper degeneracies. The radiative rate is A = 2ΔE² f (g_l/g_u)/c³. Setting n_c C_down = A, the factors f and g_l/g_u cancel:

n_c = √3 ΔE³ √(kT)/(2√2 π^{3/2} ḡ c³).

For 13.5 nm, ΔE = 91.8 eV. With a rough ḡ = 0.2, n_c = 5×10¹⁹ cm⁻³. In a two-level steady state,

n_l n_e C_up = n_u (n_e C_down + A),

so n_u/n_l is its Boltzmann value times 1/(1+n_c/n_e). At 10²⁰ cm⁻³ this factor is 0.65. At 10¹⁹ cm⁻³, with the same temperature, it is about 0.16. The choice of ḡ matters, because n_c is proportional to 1/ḡ. Transitions within one shell, such as 4p–4d and 4d–4f, can have a larger ḡ. With ḡ = 0.6, n_c falls to 1.8×10¹⁹ cm⁻³ and the factor at 10²⁰ cm⁻³ becomes 0.85. All these values assume that the emitted light escapes; reabsorption would bring the populations closer to equilibrium.

Q: What may I then say about a real tin source?

A: With ideal gases in equilibrium and bound states up to n = 4, a tin plasma at kT = 25 eV and n_e = 10²⁰ cm⁻³ has a mean charge near 10.6 and comparable amounts of Sn10+ and Sn11+. This holds only close to that temperature: at the same electron density the mean charge is about 9.0 at 20 eV and 12.1 at 30 eV, and the ratio of Sn11+ to Sn10+ goes from about 0.1 to about 6. A real source also has gradients, a finite lifetime and escaping radiation. If all emitted light escapes, the two-level estimate puts the ratio of upper to lower population roughly 15% to 35% below its Boltzmann value for ḡ between 0.6 and 0.2, but it does not tell how far the charge balance moves. That needs ionization and recombination rates. Errors in the ion energies matter too: lowering I_10 alone by 2 eV raises the ratio by 8%.

Nor are the 74 and 79 eV excitation energies predicted line positions. They weight all states equally, whereas a spectrum weights transitions by their strengths. The Saha result is an equilibrium reference for the ion populations, and its remaining values are listed in the numerical output.

Table of computed values

```
electron temperature kT = 25.0 eV = 2.901e+05 K
electron density = 1.00e+20 cm^-3
critical density at 1064 nm = 9.85e+20 cm^-3
thermal wavelength = 1.3839 angstrom
n_e lam^3 = 2.650e-04; 2/(n_e lam^3) = 7546.4
charge z | I (eV) | ground-configuration states | U | fraction
 5 | 95.26 | 10 | 66.7 | 0.00000
 6 | 115.87 | 45 | 169.5 | 0.00000
 7 | 137.37 | 120 | 313.3 | 0.00014
 8 | 159.73 | 210 | 533.0 | 0.00717
 9 | 182.91 | 252 | 533.5 | 0.09092
10 | 206.87 | 210 | 415.9 | 0.35548
11 | 231.59 | 120 | 248.7 | 0.40880
12 | 257.04 | 45 | 108.1 | 0.12718
13 | 283.21 | 10 | 33.3 | 0.01012
14 | 382.75 | 1 | 7.1 | 0.00020
15 | 410.97 | 6 | 18.0 | 0.00000
mean charge = 10.589
Sn11+/Sn10+: exp(-I/kT) = 2.5488e-04
Sn11+/Sn10+: U ratio = 0.5979
Sn11+/Sn10+: density ratio = 1.1500
d ln(ratio)/d ln T at fixed n_e = 9.961
canonical sum, 120 ions: relative differences = -1.8e-04, -9.2e-04
I of Sn10+ in second basis = 206.89 eV
I of Sn10+ between ground terms = 208.87 eV
rms level spread: 4d4 = 3.62 eV, 4d3 = 3.10 eV
level sums: Sn10+ = 167.40, Sn11+ = 103.35
ground-term states: Sn10+ = 25, Sn11+ = 28
ratio, ground configurations, all levels = 1.0962
ratio, ground configurations, averages = 1.0991
ratio, ground terms only = 1.9885
Sn10+ 4p-4d excitation: frozen = 74.42 eV, relaxed = 74.42 eV
Sn10+ 4d-4f excitation: frozen = 79.43 eV, relaxed = 79.38 eV
Fermi correction to ratio = -4.69e-05 (relative)
Debye length = 10.88 angstrom
ion-sphere radius = 29.35 angstrom; ion coupling = 2.20
lowering of I, Sn10+: Debye = 14.55 eV, ion sphere = 9.31 eV
ratio factor from lowering: Debye = 1.790, ion sphere = 1.451
mean charge with lowering: Debye = 11.063, ion sphere = 10.885
Rydberg cut-off n: Sn10+ = 13, Sn11+ = 14
Rydberg addition to U: Sn10+ = 0.294, Sn11+ = 0.097 (relative)
ratio factor from Rydberg states = 0.848
ratio factor from a 2 eV lower I = 1.083
photon energy at 13.5 nm = 91.84 eV; Gaunt factor = 0.2
density where collisions equal emission = 5.31e+19 cm^-3
two-level population / Boltzmann value, thin plasma, weak excitation = 0.653
```
